# From linearized time-dependent Hartree-Fock to the RPA eigenproblem: test program

```python
"""Linearized time-dependent Hartree-Fock (RPA), tested on H2.

Result under test: small oscillations of i dgamma/dt = [F(gamma), gamma] obey
    A X + B Y = w X,    B* X + A* Y = -w Y,
    A[ai,bj] = (e_a - e_i) delta_ab delta_ij + <aj||ib>,  B[ai,bj] = <ab||ij>,
with frequencies in pairs +w, -w, norm X'X - Y'Y = 1 for w > 0 at a stable
reference, and for real orbitals S (A+B) S Z = w^2 Z with S = (A-B)^(1/2).
gamma: one-particle density matrix; F: Fock matrix; e: orbital energies;
i, j: occupied and a, b: empty spin orbitals; <pq||rs>: antisymmetrized
integrals. Internal units are atomic units; output is in eV and angstrom.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
FS = physical_constants["atomic unit of time"][0] * 1e15
NOCC = 2  # occupied spin orbitals of H2


def set_integrals(system, h, g):
    """Attach one-electron matrix h and integrals g[p,q,r,s] = <pq||rs>."""
    n = len(h)
    system.h, system.g = h, g
    system.g_map = g.transpose(0, 2, 3, 1).reshape(n * n, n * n).astype(complex)
    system.gamma0 = np.diag((np.arange(n) < NOCC).astype(complex))
    return system


def hydrogen(distance, basis):
    """Restricted Hartree-Fock for H2, returned in spin orbitals."""
    half = 0.5 * distance / ANG
    mol = gto.M(atom=[["H", (0, 0, -half)], ["H", (0, 0, half)]],
                basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    n = c.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, c), n)
    space, spin = np.arange(2 * n) // 2, np.arange(2 * n) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    chem = eri[np.ix_(space, space, space, space)]
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    direct = chem.transpose(0, 2, 1, 3)
    g = direct - direct.transpose(0, 1, 3, 2)
    z = c.T @ mol.intor("int1e_r")[2] @ c
    system = SimpleNamespace(eps=np.repeat(mf.mo_energy, 2), eri=eri,
                             z=np.kron(z, np.eye(2)), e_total=mf.e_tot,
                             e_nuc=mol.energy_nuc())
    return set_integrals(system, np.kron(c.T @ mf.get_hcore() @ c, np.eye(2)), g)


def fock(system, gamma):
    return system.h + (system.g_map @ gamma.ravel()).reshape(gamma.shape)


def energy(system, gamma):
    """Electronic Hartree-Fock energy of a determinant."""
    return 0.5 * np.trace((system.h + fock(system, gamma)) @ gamma).real


def rotated_density(system, d):
    """Determinant obtained by mixing empty orbitals into occupied ones."""
    kappa = np.zeros_like(system.gamma0)
    kappa[NOCC:, :NOCC] = d
    kappa[:NOCC, NOCC:] = -d.conj().T
    u = expm(kappa)
    return u @ system.gamma0 @ u.conj().T


def response_matrices(system):
    g, o, v = system.g, slice(0, NOCC), slice(NOCC, None)
    gaps = (system.eps[v][:, None] - system.eps[o][None, :]).ravel()
    size = len(gaps)
    a = g[v, o, o, v].transpose(0, 2, 3, 1).reshape(size, size) + np.diag(gaps)
    b = g[v, v, o, o].transpose(0, 2, 1, 3).reshape(size, size)
    return a, b


def full_matrix(a, b):
    return np.block([[a, b], [-b.conj(), -a.conj()]])


def half_size_modes(a, b):
    """Positive frequencies and normalized X, Y from the Hermitian form."""
    values, vectors = np.linalg.eigh(a - b)
    assert values.min() > 0
    root = (vectors * np.sqrt(values)) @ vectors.T
    w2, zvec = np.linalg.eigh(root @ (a + b) @ root)
    assert w2.min() > 0
    w = np.sqrt(w2)
    plus = root @ zvec / np.sqrt(w)
    minus = np.linalg.solve(root, zvec) * np.sqrt(w)
    return w, (plus + minus) / 2, (plus - minus) / 2


def two_orbital_data(system):
    """Gap, Coulomb J and exchange K of the minimal-basis molecule."""
    return (system.eps[2] - system.eps[0], system.eri[1, 1, 0, 0],
            system.eri[1, 0, 1, 0])


R0 = 0.74
print(f"H2 bond length: {R0:.2f} angstrom")

# ---- Minimal basis: closed forms against the full spin-orbital matrix ----
small = hydrogen(R0, "sto-3g")
gap, J, K = two_orbital_data(small)
a_s, b_s, a_t, b_t = gap + 2 * K - J, K, gap - J, -K
w_s, w_t = np.sqrt(a_s**2 - b_s**2), np.sqrt(a_t**2 - b_t**2)
A, B = response_matrices(small)
spectrum = np.sort(np.linalg.eigvals(full_matrix(A, B)).real)
expected = np.array([-w_s, -w_t, -w_t, -w_t, w_t, w_t, w_t, w_s])
assert np.allclose(spectrum, expected, atol=1e-7)
_, xs, ys = half_size_modes(np.array([[a_s]]), np.array([[b_s]]))
x_s, y_s = abs(xs[0, 0]), ys[0, 0] * np.sign(xs[0, 0])
_, X, Y = half_size_modes(A, B)
assert abs(np.sum(X[:, 3]**2) - x_s**2) < 1e-8
assert abs(np.sum(Y[:, 3]**2) - y_s**2) < 1e-8
print("STO-3G, two orbitals:")
for label, value in (("orbital energy g", small.eps[0]),
                     ("orbital energy u", small.eps[2]), ("gap", gap),
                     ("Coulomb J", J), ("exchange K", K),
                     ("singlet A", a_s), ("singlet B", b_s),
                     ("singlet frequency", w_s), ("triplet A", a_t),
                     ("triplet B", b_t), ("triplet frequency", w_t)):
    print(f"  {label}: {value * EV:.4f} eV")
print(f"  singlet X, Y: {x_s:.5f}, {y_s:.5f} (no unit)")
print(f"  singlet X^2 - Y^2: {x_s**2 - y_s**2:.6f} (no unit)")

# ---- Triplet instability against energies of spin-polarized determinants ----


def triplet_stiffness(distance):
    g_, j_, k_ = two_orbital_data(hydrogen(distance, "sto-3g"))
    return g_ - j_ - k_


def lowest_polarized_change(distance):
    s = hydrogen(distance, "sto-3g")
    e0 = energy(s, s.gamma0)
    return min(energy(s, rotated_density(s, np.diag([t, -t]))) - e0
               for t in np.linspace(0.02, 0.78, 77))


r_crit = brentq(triplet_stiffness, R0, 2.0, xtol=1e-7)
change_in = lowest_polarized_change(r_crit - 0.05)
change_out = lowest_polarized_change(r_crit + 0.05)
assert change_in > 0 > change_out
r_long = 1.60
stretched = hydrogen(r_long, "sto-3g")
gl, jl, kl = two_orbital_data(stretched)
w2_long = (gl - jl)**2 - kl**2
assert w2_long < 0
wl, vl = np.linalg.eig(full_matrix(*response_matrices(stretched)))
growth = wl.imag.max()
assert abs(growth - np.sqrt(-w2_long)) < 1e-6
assert all(np.min(abs(wl + w)) < 1e-6 for w in wl)
unstable = abs(wl.imag) > 1e-4
norms_long = np.sum(abs(vl[:4])**2, axis=0) - np.sum(abs(vl[4:])**2, axis=0)
assert unstable.sum() == 6 and np.max(abs(norms_long[unstable])) < 1e-7
print(f"  triplet instability begins at: {r_crit:.4f} angstrom")
print(f"  lowest polarized energy change, 0.05 angstrom inside: "
      f"{change_in * EV:.5f} eV")
print(f"  lowest polarized energy change, 0.05 angstrom outside: "
      f"{change_out * EV:.5f} eV")
print(f"  at {r_long:.2f} angstrom: gap-J-K = {(gl - jl - kl) * EV:.4f} eV, "
      f"gap-J+K = {(gl - jl + kl) * EV:.4f} eV")
print(f"  at {r_long:.2f} angstrom: triplet w^2 = {w2_long * EV**2:.4f} eV^2, "
      f"|Im w| = {growth * EV:.4f} eV")

# ---- Larger basis: stability and full against half-size problem ----
big = hydrogen(R0, "cc-pvdz")
assert abs(energy(big, big.gamma0) + big.e_nuc - big.e_total) < 1e-8
A, B = response_matrices(big)
size = len(A)
hessian_min = np.linalg.eigvalsh(np.block([[A, B], [B, A]])).min()
assert hessian_min > 0
W, X, Y = half_size_modes(A, B)
full = np.linalg.eigvals(full_matrix(A, B))
assert np.max(abs(full.imag)) < 1e-6
half_error = np.max(abs(np.sort(full.real)[size:] - W))
assert half_error < 1e-7
assert np.allclose(X.T @ X - Y.T @ Y, np.eye(size), atol=1e-8)
assert np.allclose(A @ X + B @ Y, X * W, atol=1e-8)
assert np.allclose(B @ X + A @ Y, -Y * W, atol=1e-8)

# ---- Complex orbitals: numerical linearization, pairing, norm signs ----
rng = np.random.default_rng(7)
phase = np.exp(2j * np.pi * rng.random(len(big.eps)))
cc = phase.conj()
g_complex = (big.g * cc[:, None, None, None] * cc[None, :, None, None]
             * phase[None, None, :, None] * phase[None, None, None, :])
twisted = set_integrals(SimpleNamespace(eps=big.eps),
                        big.h * cc[:, None] * phase[None, :], g_complex)
Ac, Bc = response_matrices(twisted)
d = rng.normal(size=(size // NOCC, NOCC)) + 1j * rng.normal(size=(size // NOCC, NOCC))
d /= np.linalg.norm(d)
step = 1e-4


def commutator_block(scale):
    gamma = rotated_density(twisted, scale * d)
    f = fock(twisted, gamma)
    return (f @ gamma - gamma @ f)[NOCC:, :NOCC].ravel()


numeric = (commutator_block(step) - commutator_block(-step)) / (2 * step)
linear_error = np.max(abs(numeric - (Ac @ d.ravel() + Bc @ d.ravel().conj())))
assert linear_error < 1e-6
Lc = full_matrix(Ac, Bc)
wc, vc = np.linalg.eig(Lc)
assert np.allclose(np.sort(wc.real), np.concatenate([-W[::-1], W]), atol=1e-7)
partner = np.vstack([vc[size:].conj(), vc[:size].conj()])
assert np.allclose(Lc @ partner, -partner * wc.conj(), atol=1e-8)
norms = np.sum(abs(vc[:size])**2, axis=0) - np.sum(abs(vc[size:])**2, axis=0)
assert np.all(norms * wc.real > 0)
product = np.linalg.eigvals((Ac - Bc) @ (Ac + Bc))
product_error = np.max(abs(product[np.argsort(product.real)] - W**2))
assert product_error > 1e-3

# ---- Meaning of the norm: nonlinear energy of one excited mode ----
z_ai = big.z[NOCC:, :NOCC].ravel()
D = (X + Y).T @ z_ai
bright = int(np.flatnonzero(abs(D) > 0.1)[0])
w_tda, u_tda = np.linalg.eigh(A)
D_tda = u_tda.T @ z_ai
bright_tda = int(np.flatnonzero(abs(D_tda) > 0.1)[0])
print(f"cc-pVDZ, {len(big.eps)} spin orbitals, {size} excitations:")
print(f"  smallest eigenvalue of [[A,B],[B,A]]: {hessian_min * EV:.4f} eV")
print(f"  lowest triplet frequency: {W[0] * EV:.4f} eV")
print(f"  lowest triplet with B = 0: {w_tda[0] * EV:.4f} eV")
print(f"  lowest z-active frequency: {W[bright] * EV:.4f} eV")
print(f"  lowest z-active with B = 0: {w_tda[bright_tda] * EV:.4f} eV")
print(f"  its X'X and Y'Y: {np.sum(X[:, bright]**2):.6f}, "
      f"{np.sum(Y[:, bright]**2):.6f} (no unit)")
print(f"  its transition moment |D|: {abs(D[bright]) * ANG:.4f} angstrom")
print(f"  largest half-size minus full-size frequency: {half_error * EV:.1e} eV")
print(f"  largest linearization error: {linear_error * EV:.1e} eV")
print(f"  w^2 error of (A-B)(A+B), complex phases: "
      f"{product_error * EV**2:.2f} eV^2")
amplitude = 2e-3
e0 = energy(big, big.gamma0)
print(f"  mode amplitude c: {amplitude:.3f} (no unit)")
for degrees in (0, 45, 90):
    turn = np.exp(-1j * np.radians(degrees))
    shift = (amplitude * (X[:, bright] * turn + Y[:, bright] * turn.conjugate())
             ).reshape(-1, NOCC)
    rise = 0.5 * (energy(big, rotated_density(big, shift))
                  + energy(big, rotated_density(big, -shift))) - e0
    assert abs(rise / amplitude**2 / W[bright] - 1) < 1e-4
    print(f"  energy rise / c^2 at phase {degrees} deg: "
          f"{rise / amplitude**2 * EV:.4f} eV")

# ---- Nonlinear propagation after a weak kick against the mode sum ----
kick, dt, steps = 1e-3, 0.025, 1200


def rate(gamma):
    f = fock(big, gamma)
    return -1j * (f @ gamma - gamma @ f)


kicker = expm(-1j * kick * big.z)
gamma = kicker @ big.gamma0 @ kicker.conj().T
z_start = np.trace(big.z @ big.gamma0).real
signal = np.empty(steps + 1)
for n in range(steps + 1):
    signal[n] = (np.sum(big.z.T * gamma).real - z_start) / kick
    k1 = rate(gamma)
    k2 = rate(gamma + 0.5 * dt * k1)
    k3 = rate(gamma + 0.5 * dt * k2)
    k4 = rate(gamma + dt * k3)
    gamma = gamma + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
times = dt * np.arange(steps + 1)
rpa = -2 * np.sin(np.outer(times, W)) @ D**2
tda = -2 * np.sin(np.outer(times, w_tda)) @ D_tda**2
scale = np.max(abs(signal))
error_rpa = np.max(abs(signal - rpa)) / scale
error_tda = np.max(abs(signal - tda)) / scale
assert error_rpa < 1e-3
assert error_tda > 0.02
print(f"Kick strength: {kick / ANG:.6f} 1/angstrom; "
      f"time step {dt * FS:.6f} fs; duration {times[-1] * FS:.4f} fs")
print("Response <z>/kick in angstrom^2: time, nonlinear, mode sum, B = 0")
for n in (200, 600, 1000):
    print(f"  {times[n] * FS:.4f} fs: {signal[n] * ANG**2:.5f}, "
          f"{rpa[n] * ANG**2:.5f}, {tda[n] * ANG**2:.5f}")
print(f"Largest error / largest signal, mode sum: {error_rpa:.1e} (no unit)")
print(f"Largest error / largest signal, B = 0: {error_tda:.3f} (no unit)")
print("OK")
```

It prints:

```
H2 bond length: 0.74 angstrom
STO-3G, two orbitals:
  orbital energy g: -15.7433 eV
  orbital energy u: 18.2627 eV
  gap: 34.0060 eV
  Coulomb J: 18.0605 eV
  exchange K: 4.9310 eV
  singlet A: 25.8075 eV
  singlet B: 4.9310 eV
  singlet frequency: 25.3320 eV
  triplet A: 15.9455 eV
  triplet B: -4.9310 eV
  triplet frequency: 15.1639 eV
  singlet X, Y: 1.00468, -0.09687 (no unit)
  singlet X^2 - Y^2: 1.000000 (no unit)
  triplet instability begins at: 1.1534 angstrom
  lowest polarized energy change, 0.05 angstrom inside: 0.00082 eV
  lowest polarized energy change, 0.05 angstrom outside: -0.03949 eV
  at 1.60 angstrom: gap-J-K = -6.9683 eV, gap-J+K = 5.8701 eV
  at 1.60 angstrom: triplet w^2 = -40.9046 eV^2, |Im w| = 6.3957 eV
cc-pVDZ, 20 spin orbitals, 36 excitations:
  smallest eigenvalue of [[A,B],[B,A]]: 7.3313 eV
  lowest triplet frequency: 9.6452 eV
  lowest triplet with B = 0: 10.0964 eV
  lowest z-active frequency: 13.9114 eV
  lowest z-active with B = 0: 14.0757 eV
  its X'X and Y'Y: 1.004851, 0.004851 (no unit)
  its transition moment |D|: 0.6615 angstrom
  largest half-size minus full-size frequency: 3.9e-13 eV
  largest linearization error: 5.8e-08 eV
  w^2 error of (A-B)(A+B), complex phases: 24.86 eV^2
  mode amplitude c: 0.002 (no unit)
  energy rise / c^2 at phase 0 deg: 13.9114 eV
  energy rise / c^2 at phase 45 deg: 13.9114 eV
  energy rise / c^2 at phase 90 deg: 13.9114 eV
Kick strength: 0.001890 1/angstrom; time step 0.000605 fs; duration 0.7257 fs
Response <z>/kick in angstrom^2: time, nonlinear, mode sum, B = 0
  0.1209 fs: -0.44603, -0.44603, -0.47774
  0.3628 fs: -0.76976, -0.76976, -0.87058
  0.6047 fs: -0.09649, -0.09649, -0.21552
Largest error / largest signal, mode sum: 2.1e-06 (no unit)
Largest error / largest signal, B = 0: 0.222 (no unit)
OK
```
